\section*{Source-drain tunnelling at 5 nm: silicon and monolayer MoS2 compared}

\section{Problem}

Two transistors are switched off. In each, the gate holds a potential barrier of length $L=5$ nm between source and drain. One channel is a thin (100) silicon film with transport mass $0.19\,m_0$, the other is monolayer MoS$_2$ with transport mass $0.5\,m_0$, where $m_0$ is the free-electron mass. The barrier is rectangular and has the same height $U_0=0.4$ eV in both, measured from the conduction-band edge of the source. The temperature is 300 K.

\begin{enumerate}
\item What is the ratio of the transmission probabilities for an electron with energy $E=0.025$ eV of motion along the channel?
\item What is the ratio of the off-state currents per unit width injected from the source?
\item How short may the MoS$_2$ barrier be made before it transmits as well as 5 nm of silicon?
\end{enumerate}

Assume one parabolic band with the same isotropic mass $m$ inside and outside the barrier, equal band edges in source and drain, ballistic motion, and two spins and two valleys in each channel. In silicon these are the lower valleys of the film; higher subbands are left out. The source Fermi level lies $\eta kT$ below the band edge, with $\eta=3$, so that Boltzmann statistics may be used. All energies are measured from the source band edge.

\section{A tempting solution}

Inside the barrier the wave decays with the constant
\begin{equation}
\kappa(E)=\frac{\sqrt{2m(U_0-E)}}{\hbar},
\label{kappa}
\end{equation}
and an opaque barrier transmits in proportion to $e^{-2\kappa L}$. At $E=0.025$ eV the decay constants are 1.3675 nm$^{-1}$ for silicon and 2.2184 nm$^{-1}$ for MoS$_2$. Hence
\begin{equation}
\frac{T_{\rm Si}}{T_{\rm MoS_2}}
=e^{2\times5\times(2.2184-1.3675)}=e^{8.509}\approx 5.0\times10^3 .
\label{tempt}
\end{equation}

For the current, note that electrons injected from a Boltzmann source have the normalized distribution $e^{-E/kT}dE/kT$ of energy along the channel. Its mean is $kT=0.02585$ eV, practically the energy just used. The heavier mass also offers more transverse states, in proportion to $\sqrt m$, which multiplies the ratio by $\sqrt{0.19/0.5}=0.616$. The off-current of silicon therefore seems to be $0.616\times4958\approx3100$ times that of MoS$_2$.

\section{Where it goes wrong}

The transmission ratio is right, as is the factor $\sqrt m$. The fault is the replacement of an average of $T$ by $T$ at the average energy. The current contains
\begin{equation}
N=\int_0^\infty T(E)\,e^{-E/kT}\,\frac{dE}{kT},
\label{N}
\end{equation}
and $T(E)$ rises so steeply that rare, energetic electrons can carry more current than typical ones.

A comparison of two energies shows this for MoS$_2$. At $E=0.025$ eV the transmission is $2.18\times10^{-10}$ and the Boltzmann factor is $e^{-0.025/0.02585}=0.38$, so the product is $8.3\times10^{-11}$. At the top of the barrier the transmission is 0.030, by a formula derived below, and the Boltzmann factor is $e^{-15.473}=1.9\times10^{-7}$. The product is $5.6\times10^{-9}$, nearly 70 times larger. The energy chosen in the tempting solution is thus not where the MoS$_2$ current flows. The integral has to be done, and it must include electrons that pass over the barrier.

\section{Transmission}

Let $k=\sqrt{2mE}/\hbar$ be the wavenumber outside the barrier, which occupies $0<x<L$. Take an incident wave of unit amplitude and a transmitted wave whose value at $x=L$ is $t$. Since the transmitted wave is proportional to $e^{ikx}$, its derivative there is $ikt$. Because the mass is the same everywhere, $\psi$ and $\psi'$ are both continuous, and the barrier solution with these values at $x=L$ is
\begin{equation}
\psi(x)=t\left[\cosh\kappa(x-L)+\frac{ik}{\kappa}\sinh\kappa(x-L)\right].
\end{equation}
At the source face this gives
\begin{align}
\psi(0)&=t\left[\cosh\kappa L-\frac{ik}{\kappa}\sinh\kappa L\right],\\
\psi'(0)&=t\left[ik\cosh\kappa L-\kappa\sinh\kappa L\right].
\end{align}
For $x<0$ the wave is $e^{ikx}+re^{-ikx}$, so that $\psi(0)=1+r$ and $\psi'(0)/(ik)=1-r$. Half the sum of these two equals 1. Using $-\kappa/(ik)=i\kappa/k$,
\begin{equation}
1=t\left[\cosh\kappa L+\frac{i}{2}\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)\sinh\kappa L\right].
\end{equation}
The wavenumber is the same on both sides, so $T=|t|^2$. Taking the squared modulus and writing $\cosh^2=1+\sinh^2$,
\begin{align}
\frac1T&=1+\left[1+\frac14\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)^2\right]\sinh^2\kappa L\nonumber\\
&=1+\frac14\left(\frac{\kappa}{k}+\frac{k}{\kappa}\right)^2\sinh^2\kappa L .
\end{align}
The square of the last bracket is $(\kappa^2+k^2)^2/(\kappa^2k^2)$. Since $k^2\propto E$ and $\kappa^2\propto U_0-E$ with the same constant, it equals $U_0^2/[E(U_0-E)]$, and
\begin{equation}
T=\left[1+\frac{U_0^2\sinh^2\kappa L}{4E(U_0-E)}\right]^{-1}.
\label{T}
\end{equation}
Above the barrier $\kappa=iq$ with $q=\sqrt{2m(E-U_0)}/\hbar$. Then $\sinh^2\kappa L=-\sin^2qL$, the denominator also changes sign, and the formula remains valid. Direct integration of the Schr\"odinger equation confirms it for both masses, below and above the barrier.

\subsection{Opaque barrier: question 1}

For $\kappa L\gg1$, $\sinh^2\kappa L\approx e^{2\kappa L}/4$. If the second term in (\ref{T}) is also much larger than 1,
\begin{equation}
T\approx\frac{16E(U_0-E)}{U_0^2}\,e^{-2\kappa L}.
\label{opaque}
\end{equation}
The prefactor contains no mass. It cancels between two channels with equal $E$ and $U_0$, which justifies (\ref{tempt}). Here it is $16\times0.025\times0.375/0.4^2=0.9375$, and
\begin{align}
T_{\rm Si}&=0.9375\,e^{-13.675}=1.08\times10^{-6},\\
T_{\rm MoS_2}&=0.9375\,e^{-22.184}=2.18\times10^{-10}.
\end{align}
The answer to question 1 is a ratio of about $5.0\times10^3$, or 3.7 decades.

This number belongs to one barrier depth $U_0-E$. The exponent difference grows as $\sqrt{U_0-E}$, so the ratio is about 500 at a depth of 0.2 eV and about $1.8\times10^4$ at 0.5 eV. Saying that the heights are equal does not fix the ratio; the height itself must be given.

\subsection{Equal transmission: question 3}

In (\ref{T}) the mass and the length enter through $\kappa L\propto L\sqrt m$ and nowhere else. At fixed $E$ and $U_0$, two barriers with equal $L\sqrt m$ therefore transmit equally. The MoS$_2$ barrier that matches 5 nm of silicon has length
\begin{equation}
L'=5\ \mathrm{nm}\times\sqrt{\frac{0.19}{0.5}}=3.08\ \mathrm{nm}.
\end{equation}
This holds at every energy, above the barrier as well as below it, so $N$ is also equal. The currents are not equal, because of the transverse states counted next.

\section{Current: question 2}

The source fills states with $k_x>0$. With two spins and two valleys, the injected current per unit width has magnitude
\begin{equation}
J=4q_e\int_{k_x>0}\frac{dk_x\,dk_y}{(2\pi)^2}\,v_x\,T(E)\,f,
\end{equation}
where $q_e$ is the elementary charge and $E=\hbar^2k_x^2/2m$. The barrier does not depend on $y$, so $k_y$ is conserved and $T$ depends on $E$ alone. For the Boltzmann source,
\begin{equation}
f=e^{-\eta}\,e^{-E/kT}\,e^{-\hbar^2k_y^2/2mkT}.
\end{equation}
The transverse integral is Gaussian:
\begin{equation}
\int_{-\infty}^{\infty}\frac{dk_y}{2\pi}\,e^{-\hbar^2k_y^2/2mkT}
=\frac{1}{2\pi}\sqrt{\frac{2\pi mkT}{\hbar^2}}
=\sqrt{\frac{mkT}{2\pi\hbar^2}} .
\end{equation}
In the other integral $v_x=\hbar^{-1}dE/dk_x$, so $v_x\,dk_x/2\pi=dE/h$ and the transport mass drops out except through $T$. The result is
\begin{equation}
J=\frac{4q_ekT}{h}\sqrt{\frac{mkT}{2\pi\hbar^2}}\;e^{-\eta}N .
\label{J}
\end{equation}
A heavier mass gains a factor $\sqrt m$ from the transverse states but lowers the tunnelling part of $N$, because $T(E)$ is smaller at every energy below the barrier top. A two-dimensional integral over wavevectors confirms (\ref{J}) for the tunnelling part. Replacing Boltzmann by Fermi occupation there lowers the current by less than 1\%.

Splitting $N$ at $E=U_0$ and integrating numerically gives
\begin{center}
\begin{tabular}{lcc}
 & Si & MoS$_2$\\
$N$, tunnelling & $2.34\times10^{-6}$ & $6.5\times10^{-9}$\\
$N$, over the barrier & $5.4\times10^{-8}$ & $7.2\times10^{-8}$\\
$J$, total (A/$\mu$m) & $4.8\times10^{-11}$ & $2.6\times10^{-12}$
\end{tabular}
\end{center}
From (\ref{J}), the current ratio is
\begin{equation}
\frac{J_{\rm Si}}{J_{\rm MoS_2}}
=0.616\times\frac{2.342\times10^{-6}+0.054\times10^{-6}}{6.5\times10^{-9}+71.7\times10^{-9}}
\approx19 .
\end{equation}
This answers question 2 for the stated barrier. The tempting value of 3100 was too large by a factor of about 160.

The error has two parts. Averaging the tunnelling over energy lowers the ratio from 4958 to 359. Adding the over-barrier electrons lowers it further, to about 31, and the transverse states then give 19. The single-energy estimate of $N$ is low by a factor of only 2.2 for silicon, but by about 360 for MoS$_2$. In the ratio these two errors act in opposite directions and leave a factor of $360/2.2\approx160$. The overestimate thus comes from the channel that tunnels less, and the error for silicon partly offsets it.

The same factor $\sqrt m$ qualifies the answer to question 3. A MoS$_2$ barrier of 3.08 nm has the same $N$ as 5 nm of silicon, but it carries $1/0.616=1.62$ times the current, about $7.9\times10^{-11}$ A/$\mu$m. Equal off-current needs a somewhat longer MoS$_2$ barrier, about 3.2 nm.

\section{At which energies the current flows}

Let $u=U_0-E$ be the depth below the barrier top. Apart from the prefactor, the tunnelling integrand is the exponential of
\begin{equation}
-\frac{E}{kT}-2\kappa L=-\frac{U_0}{kT}+G(u),\qquad
G(u)=\frac{u}{kT}-\frac{2L\sqrt{2mu}}{\hbar}.
\end{equation}
The second derivative,
\begin{equation}
G''(u)=\frac{L\sqrt{2m}}{2\hbar}\,u^{-3/2},
\end{equation}
is positive. A convex function has its largest value at an end of the interval, so the exponent favours either the band bottom, $u=U_0$, or the barrier top, $u=0$. With $\kappa_0=\kappa(0)$, the two end values are
\begin{equation}
G(U_0)=\frac{U_0}{kT}-2\kappa_0L,\qquad G(0)=0 .
\end{equation}
For silicon $G(U_0)=15.47-14.12=+1.35$, and the bottom is favoured. For MoS$_2$ it is $15.47-22.91=-7.44$, and the top is favoured. The integrals agree: 90\% of the silicon tunnelling current comes from the lower half of the barrier, but only 16\% of that in MoS$_2$. In MoS$_2$ thermal excitation to the barrier top costs less in the exponent than tunnelling from the band bottom.

Setting $G(U_0)=0$ gives a length at which the two ends balance,
\begin{equation}
L_{\rm exp}=\frac{U_0/kT}{2\kappa_0}=\frac{\hbar}{2kT}\sqrt{\frac{U_0}{2m}} ,
\end{equation}
which is 5.5 nm for silicon and 3.4 nm for MoS$_2$. This compares exponents and leaves out prefactors. The length at which the integrated tunnelling and over-barrier currents are equal is 6.6 nm for silicon and 4.1 nm for MoS$_2$. Both lengths scale as $1/\sqrt m$, the second because $N$ depends on $L\sqrt m$. The 5 nm barrier lies between the two values: silicon is on the tunnelling side, with 98\% of its current from tunnelling, and MoS$_2$ is on the thermal side, with 92\% of its current passing over the top.

\section{Two limits}

\subsection{Low temperature}

The tempting solution becomes sound when the source is cold enough. Near the band bottom, (\ref{kappa}) gives $d\kappa/dE=-\kappa_0/2U_0$ at $E=0$, so that
\begin{equation}
-2\kappa L\approx-2\kappa_0L+\frac{\kappa_0L}{U_0}E .
\end{equation}
With $16E(U_0-E)/U_0^2\approx16E/U_0$, the tunnelling part of (\ref{N}) becomes
\begin{equation}
N\approx\frac{16\,e^{-2\kappa_0L}}{U_0kT}\int_0^\infty E\,e^{-\beta E}dE
=\frac{16\,e^{-2\kappa_0L}}{U_0kT\,\beta^2},\qquad
\beta=\frac1{kT}-\frac{\kappa_0L}{U_0}.
\label{cold}
\end{equation}
The expansion requires $\beta>0$ and a mean energy $2/\beta$ well below $U_0$. For $kT\ll U_0/\kappa_0L$, $\beta\to1/kT$ and $N\to(16kT/U_0)e^{-2\kappa_0L}$. The same condition makes $U_0/kT\gg\kappa_0L$, so over-barrier electrons are negligible once the inequality is strong. The ratio of the two $N$ then tends to the single-energy ratio at the band bottom, $e^{22.912-14.124}\approx6.6\times10^3$.

At 300 K the small parameter $\kappa_0LkT/U_0$ is 0.46 for silicon and 0.74 for MoS$_2$, which is not small in either. For silicon $\beta=38.7-17.7=21.0$ eV$^{-1}$ and the mean tunnelling energy is estimated as $2/\beta=0.095$ eV. Equation (\ref{cold}) gives $N\approx2.6\times10^{-6}$, about 10\% above the integral. For MoS$_2$ $\beta=10.0$ eV$^{-1}$, so $2/\beta=0.2$ eV is half the barrier height and the expansion has no standing.

\subsection{Long, smooth barrier}

If tunnelling is negligible and every electron above the barrier is transmitted, then $N=e^{-U_0/kT}$ for both masses. Only the transverse states still distinguish the channels, and the current ratio becomes 0.616: at equal $\eta$, silicon now leaks less. This depends on what is held fixed. The source density is proportional to $m\,e^{-\eta}$, so at equal density and equal $U_0$ the ratio is multiplied by $0.5/0.19$ and becomes 1.62 in this limit, and about 50 instead of 19 at 5 nm. At equal barrier height above the Fermi level, the advantage of the heavier mass in the off-state is an advantage against tunnelling, and it is lost when tunnelling no longer matters.

\section{How far the result can be trusted}

The abrupt faces of the rectangular barrier reflect electrons that have enough energy to pass. As $E\to U_0$, $\sinh^2\kappa L\to\kappa^2L^2$, and (\ref{T}) becomes
\begin{equation}
T(U_0)=\left[1+\frac{(\kappa_0L)^2}{4}\right]^{-1},
\end{equation}
which is 0.074 for silicon and 0.030 for MoS$_2$. Since $T\le1$, the over-barrier part of $N$ cannot exceed $e^{-U_0/kT}=1.9\times10^{-7}$. The computed values are 28\% and 38\% of this bound.

MoS$_2$ has the larger over-barrier part although its transmission at the top is smaller. Equation (\ref{T}) gives $T=1$ when $qL=\pi$, that is, at an energy $U_0(\pi/\kappa_0L)^2$ above the top. This is 0.079 eV, or $3.1kT$, for silicon and 0.030 eV, or $1.2kT$, for MoS$_2$. Full transmission is therefore within easier thermal reach in MoS$_2$.

A smooth barrier reflects less. To see how much this matters, keep the computed tunnelling parts and replace both over-barrier parts by the classical bound:
\begin{equation}
0.616\times\frac{2.34\times10^{-6}+0.19\times10^{-6}}{0.0065\times10^{-6}+0.191\times10^{-6}}\approx8 .
\end{equation}
This is an estimate of sensitivity and not a solution for a smooth barrier, whose tunnelling would change too. It shows that the factor of 19 belongs to the rectangular shape, while the conclusion that silicon at 5 nm is limited by tunnelling does not rest on the reflection: its tunnelling part is 12 times the classical bound. For a profile proportional to $\tanh(x/\lambda)-\tanh[(x-L)/\lambda]$ with the same peak of 0.4 eV, the ratio is 13.5, 8.6 and 5.4 for $\lambda=0.3$, 0.6 and 1 nm. Silicon keeps at least 95\% of its current from tunnelling, but the tunnelling share in MoS$_2$ rises to 11\%, 20\% and 42\%. The placing of MoS$_2$ on the thermal side is therefore less robust than that of silicon on the tunnelling side.

Return flow from the drain has not been subtracted. At a drain voltage $V$ much smaller than $kT/q_e$, Boltzmann occupation in the drain is smaller than in the source by the factor $e^{-q_eV/kT}\approx1-q_eV/kT$ at each energy. To lowest order in $V$, the changes in the barrier and in the drain band edge do not matter. The net current is then $Jq_eV/kT$ in both channels, and the ratio is unaffected. A larger drain voltage, as in a real off-state, lowers the drain band edge and deforms the barrier, which the rectangular model does not describe. If the whole voltage drops linearly across the barrier, the ratio is 16 at 0.05 V and about 10 at 0.3 V, where 98\% of the MoS$_2$ current passes below the peak. The thermal character of the MoS$_2$ current thus belongs to small drain voltage.

Three further assumptions limit the comparison. The parabolic band is continued 0.4 eV into the gap, where the true decay constant may differ from (\ref{kappa}); because it stands in an exponent, a modest error there changes the tunnelling current strongly. The total current changes almost as much in silicon, but far less in MoS$_2$, where most of it passes over the barrier: a decay constant 10\% smaller multiplies the totals by 3.8 and 1.14. A two-band dispersion with energy-dependent mass $m[1+\alpha(E-U)]$, where $U$ is the local band edge and $\alpha=0.5$ eV$^{-1}$ in both channels, raises the ratio from 19 to about 40. The source was taken as nondegenerate, whereas real sources are usually degenerate. With the Fermi level 0.1 eV above the band edge the ratio is about 10 for $U_0=0.4$ eV, and about 270 if the barrier is kept 0.478 eV above the Fermi level as here. Equal heights are also a choice. In real devices the height follows from the gate voltage, the contacts and the electrostatics of each channel. The numbers therefore measure the effect of the mass within this model and do not predict the leakage of two particular transistors.

\section*{Computed results}
\begin{verbatim}
barrier length L = 5.0 nm, height U0 = 0.400 eV
incident energy E = 0.025 eV, depth U0-E = 0.375 eV
temperature = 300 K, kT = 0.02585 eV, eta = 3.0
hbar^2/(2 m0) = 0.038100 eV nm^2
opaque-barrier prefactor = 0.9375
Si: mass = 0.19 m0, kappa = 1.3675 1/nm, 2 kappa L = 13.675, T = 1.079e-06
MoS2: mass = 0.50 m0, kappa = 2.2184 1/nm, 2 kappa L = 22.184, T = 2.176e-10
exponent difference = 8.509
T_Si/T_MoS2 = 4958 (3.70 decades)
MoS2 length with the T of 5 nm Si = 3.082 nm
depth U0-E = 0.2 eV: T_Si/T_MoS2 = 499.7
depth U0-E = 0.3 eV: T_Si/T_MoS2 = 2019
depth U0-E = 0.4 eV: T_Si/T_MoS2 = 6554
depth U0-E = 0.5 eV: T_Si/T_MoS2 = 1.849e+04
thermal exponent U0/kT = 15.473
classical over-barrier bound on N = 1.907e-07
Si: 2 kappa L at E=0 = 14.124
Si: N tunnelling = 2.342e-06, N over barrier = 5.358e-08
Si: tunnelling/over-barrier = 43.7
Si: tunnelling/classical bound = 12.3
Si: tunnelling share from E < U0/2 = 89.8 %
Si: J tunnelling = 4.731e-11 A/um, J over barrier = 1.082e-12 A/um
Si: Fermi/Boltzmann tunnelling current = 0.9956
Si: length of equal tunnelling and over-barrier parts = 6.59 nm
MoS2: 2 kappa L at E=0 = 22.912
MoS2: N tunnelling = 6.520e-09, N over barrier = 7.169e-08
MoS2: tunnelling/over-barrier = 0.0909
MoS2: tunnelling/classical bound = 0.0342
MoS2: tunnelling share from E < U0/2 = 15.6 %
MoS2: J tunnelling = 2.137e-13 A/um, J over barrier = 2.350e-12 A/um
MoS2: Fermi/Boltzmann tunnelling current = 0.9996
MoS2: length of equal tunnelling and over-barrier parts = 4.06 nm
N tunnelling ratio Si/MoS2 = 359.2
J tunnelling ratio Si/MoS2 = 221.4
J total: Si = 4.840e-11 A/um, MoS2 = 2.563e-12 A/um
J total ratio Si/MoS2 = 18.88
\end{verbatim}
